# Basis size, correlation error and the cost of CCSD: verification in Python

```python
"""
Result under test: cc-pVXZ has N = (X+1)(X+2)(2X+3)/6 functions for B to Ne;
the correlation error of a balanced basis falls as 1/N for large N; the
leading CCSD step, o^2 v^4, then costs 2^4 = 16 times more per halved error.
X: cardinal number, N: basis functions, o: correlated occupied orbitals,
v: virtual orbitals, q: exponent in error ~ N^(-q).
Box model: two opposite-spin electrons in a periodic cube with a neutralising
background; n is an integer vector and k = 2 pi n / side. Atomic units.
"""
import time
import numpy as np
from scipy.constants import N_A, physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import gto, scf, cc

HARTREE_KJ = physical_constants["Hartree energy"][0] * N_A / 1000.0
BASIS = {2: "cc-pvdz", 3: "cc-pvtz", 4: "cc-pvqz", 5: "cc-pv5z"}


def size_formula(x):
    return (x + 1) * (x + 2) * (2 * x + 3) / 6


# Count the functions in the stored basis sets.
print("Basis functions per atom, B to Ne (stored sets)")
for x, name in BASIS.items():
    for element in ("B", "C", "N", "O", "F", "Ne"):
        charge = gto.charge(element)
        atom = gto.M(atom=element, basis=name, spin=charge % 2, verbose=0)
        shells = [0] * (x + 1)
        for b in range(atom.nbas):
            shells[atom.bas_angular(b)] += atom.bas_nctr(b)
        assert shells == [x + 1 - l for l in range(x + 1)]
        assert atom.nao_nr() == round(size_formula(x))
    print(f"  X={x}: N={atom.nao_nr()}, shells s,p,d,...={shells}")

# Second-order energy missing from a plane-wave basis: explicit lattice sum.
reach = 40
axis = np.arange(-reach, reach + 1)
n2 = (axis[:, None, None]**2 + axis[None, :, None]**2
      + axis[None, None, :]**2).ravel()
degeneracy = np.bincount(n2)[:reach**2 + 1]
squares = np.arange(reach**2 + 1)
coefficient = 4 / (9 * np.pi**2)
print(f"Box: predicted error*N = {1000*coefficient:.2f} mEh")
for cut in (4, 8, 12):
    number = degeneracy[:cut**2 + 1].sum()
    outside = squares[cut**2 + 1:].astype(float)
    tail = np.sum(degeneracy[cut**2 + 1:] / outside**3)
    tail += 4 * np.pi / (3 * reach**3)  # small remainder beyond the grid
    missing = tail / (4 * np.pi**4)
    # The lattice is grainy, so a few per cent of scatter is expected.
    assert abs(missing * number / coefficient - 1) < 0.08
    print(f"  N={number}: missing {1000*missing:.5f} mEh,"
          f" error*N {1000*missing*number:.2f} mEh")


# Full diagonalization in the box; for two electrons this equals CCSD.
def box_energy(cut, side):
    line = np.arange(-cut, cut + 1)
    points = np.array(np.meshgrid(line, line, line)).reshape(3, -1).T
    points = points[(points**2).sum(axis=1) <= cut**2].astype(float)
    length2 = (points**2).sum(axis=1)
    distance2 = length2[:, None] + length2[None, :] - 2 * points @ points.T
    np.fill_diagonal(distance2, 1.0)
    matrix = 1 / (np.pi * side * distance2)
    np.fill_diagonal(matrix, 4 * np.pi**2 * length2 / side**2)
    lowest = eigh(matrix, eigvals_only=True, subset_by_index=[0, 0])[0]
    return len(points), lowest


count_small, energy_small = box_energy(4, 0.01)
second_order = -np.sum(degeneracy[1:17] / squares[1:17].astype(float)**3)
second_order /= 4 * np.pi**4
assert abs(energy_small / second_order - 1) < 0.01
print(f"Box side 0.01 bohr, N={count_small}: diagonalized"
      f" {1000*energy_small:.4f}, second order {1000*second_order:.4f} mEh")
box = [box_energy(cut, 1.0) for cut in (4, 6, 8)]
print("Box side 1 bohr, CCSD = full diagonalization")
for number, energy in box:
    print(f"  N={number}: E_corr={1000*energy:.5f} mEh")
slopes = [(box[i][1] - box[i + 1][1]) / (1 / box[i][0] - 1 / box[i + 1][0])
          for i in range(2)]
assert abs(slopes[0] / slopes[1] - 1) < 0.15  # lattice graininess
assert all(0.5 < slope / coefficient < 1.0 for slope in slopes)
print("  slope dE/d(1/N): " + ", ".join(f"{1000*s:.2f}" for s in slopes)
      + " mEh")

# Cost of the leading contraction: time a real matrix product at v and 2v.
occupied = 8


def contraction_time(virtual):
    amplitudes = np.ones((occupied**2, virtual**2))
    integrals = np.ones((virtual**2, virtual**2))
    best = np.inf
    for _ in range(6):
        start = time.perf_counter()
        amplitudes @ integrals
        best = min(best, time.perf_counter() - start)
    return best


time_ratio = contraction_time(64) / contraction_time(32)
assert 7 < time_ratio < 45  # wide: timings depend on cache and machine load
print(f"Timed contraction, o={occupied}, v=32 to 64:"
      f" time ratio {time_ratio:.1f}")

# Finite-X factor when the error is exactly proportional to X^(-3).
print("Model (N'/N)^4 per halved error, if error ~ X^-3")
factors = []
for x in (3, 4, 5, 10, 100, 1000):
    growth = size_formula(2**(1 / 3) * x) / size_formula(x)
    factors.append(growth**4)
    print(f"  X={x}: N'/N={growth:.3f}, cost factor {growth**4:.2f}")
assert np.all(np.diff(factors) > 0) and abs(factors[-1] - 16) < 0.1

# Neon atom: frozen-core CCSD.
sizes, virtuals, energies = [], [], []
print("Ne atom, frozen-core CCSD")
for x in (3, 4, 5):
    neon = gto.M(atom="Ne", basis=BASIS[x], verbose=0)
    neon.incore_anyway = True
    field = scf.RHF(neon)
    field.chkfile = None
    field.conv_tol = 1e-10
    field.kernel()
    solver = cc.CCSD(field, frozen=1)
    solver.conv_tol = 1e-7
    solver.kernel()
    assert field.converged and solver.converged
    sizes.append(neon.nao_nr())
    virtuals.append(solver.nmo - solver.nocc)
    energies.append(solver.e_corr)
    print(f"  X={x}: N={sizes[-1]}, o={solver.nocc}, v={virtuals[-1]},"
          f" E_corr={1000*energies[-1]:.2f} mEh")
sizes = np.array(sizes, dtype=float)
energies = np.array(energies)


def cubic_limit(x, low, high):
    return ((x + 1)**3 * high - x**3 * low) / ((x + 1)**3 - x**3)


limit_tq = cubic_limit(3, energies[0], energies[1])
limit_q5 = cubic_limit(4, energies[1], energies[2])
assert abs(limit_tq - limit_q5) < abs(energies[2] - limit_q5)
drop_ratio = (energies[0] - energies[1]) / (energies[1] - energies[2])


def exponent_mismatch(q):
    p = sizes**(-q)
    return (p[0] - p[1]) / (p[1] - p[2]) - drop_ratio


exponent = brentq(exponent_mismatch, 0.2, 4.0)
assert 0.8 < exponent < 1.8
powers = sizes**(-exponent)
amplitude = (energies[1] - energies[2]) / (powers[1] - powers[2])
limit_free = energies[2] - amplitude * powers[2]
print(f"  X^-3 limit from X=3,4: {1000*limit_tq:.2f} mEh")
print(f"  X^-3 limit from X=4,5: {1000*limit_q5:.2f} mEh")
print(f"  free fit: q={exponent:.3f}, limit {1000*limit_free:.2f} mEh")
for label, limit in (("X^-3 limit (4,5)", limit_q5),
                     ("free-fit limit", limit_free)):
    errors = energies - limit
    assert np.all(errors > 0) and np.all(np.diff(errors) < 0)
    print(f"  {label}: errors X=3,4,5: "
          + ", ".join(f"{1000*e:.2f}" for e in errors) + " mEh")
    print("    error*N: " + ", ".join(f"{e:.3f}" for e in errors * sizes)
          + f" Eh; X=5 error {errors[2]*HARTREE_KJ:.1f} kJ/mol")
    for i in range(2):
        cost = (virtuals[i + 1] / virtuals[i])**4
        gain = errors[i] / errors[i + 1]
        per_halving = cost**(np.log(2) / np.log(gain))
        assert 4 < per_halving < 20
        print(f"    X={i+3} to {i+4}: error/{gain:.2f}, cost*{cost:.2f},"
              f" cost per halving {per_halving:.1f}")

print("ALL CHECKS PASSED")
```

It prints:

```
Basis functions per atom, B to Ne (stored sets)
  X=2: N=14, shells s,p,d,...=[3, 2, 1]
  X=3: N=30, shells s,p,d,...=[4, 3, 2, 1]
  X=4: N=55, shells s,p,d,...=[5, 4, 3, 2, 1]
  X=5: N=91, shells s,p,d,...=[6, 5, 4, 3, 2, 1]
Box: predicted error*N = 45.03 mEh
  N=257: missing 0.17358 mEh, error*N 44.61 mEh
  N=2109: missing 0.02134 mEh, error*N 45.00 mEh
  N=7153: missing 0.00629 mEh, error*N 45.01 mEh
Box side 0.01 bohr, N=257: diagonalized -21.3789, second order -21.3899 mEh
Box side 1 bohr, CCSD = full diagonalization
  N=257: E_corr=-20.34039 mEh
  N=925: E_corr=-20.43907 mEh
  N=2109: E_corr=-20.46045 mEh
  slope dE/d(1/N): 35.12, 35.22 mEh
Timed contraction, o=8, v=32 to 64: time ratio 14.7
Model (N'/N)^4 per halved error, if error ~ X^-3
  X=3: N'/N=1.621, cost factor 6.90
  X=4: N'/N=1.685, cost factor 8.06
  X=5: N'/N=1.731, cost factor 8.98
  X=10: N'/N=1.844, cost factor 11.56
  X=100: N'/N=1.982, cost factor 15.42
  X=1000: N'/N=1.998, cost factor 15.94
Ne atom, frozen-core CCSD
  X=3: N=30, o=4, v=25, E_corr=-266.35 mEh
  X=4: N=55, o=4, v=50, E_corr=-294.68 mEh
  X=5: N=91, o=4, v=86, E_corr=-305.49 mEh
  X^-3 limit from X=3,4: -315.36 mEh
  X^-3 limit from X=4,5: -316.83 mEh
  free fit: q=1.387, limit -316.19 mEh
  X^-3 limit (4,5): errors X=3,4,5: 50.48, 22.15, 11.34 mEh
    error*N: 1.514, 1.218, 1.032 Eh; X=5 error 29.8 kJ/mol
    X=3 to 4: error/2.28, cost*16.00, cost per halving 10.3
    X=4 to 5: error/1.95, cost*8.75, cost per halving 9.5
  free-fit limit: errors X=3,4,5: 49.84, 21.50, 10.70 mEh
    error*N: 1.495, 1.183, 0.973 Eh; X=5 error 28.1 kJ/mol
    X=3 to 4: error/2.32, cost*16.00, cost per halving 9.8
    X=4 to 5: error/2.01, cost*8.75, cost per halving 8.6
ALL CHECKS PASSED
```
